# Does the outgoing-wave series hold down to a sinusoidal grating?: a program that tests the result

```python
"""Rayleigh hypothesis on a sinusoidal grating with zero total field on the wall.
Result under test: the outgoing series converges down to Y = a cos X only if
a + sqrt(1+a^2) <= arsinh(1/a), i.e. a = K h up to about 0.448.
K: grating wave number, h: amplitude, X = K x, Y = K y, kappa = k/K,
alpha_n = kappa sin(theta) + n, beta_n = sqrt(kappa^2 - alpha_n^2).
phi = U_Y - f' U_X on the wall (U: total field, f = a cos X).
Reference: spectral solution of the Helmholtz equation in the grooved domain.
"""
import numpy as np
import scipy.sparse as sp
from scipy.optimize import brentq
from scipy.special import jv


def chebyshev(n):
    j = np.arange(n + 1)
    x = np.cos(np.pi * j / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2.0
    c = c * (-1.0) ** j
    D = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n + 1))
    D -= np.diag(D.sum(axis=1))
    return (1 + x) / 2, 2 * D


class Grating:
    """Scattered field on the mapped strip Y = f(X)(1-s) + L s, 0 <= s <= 1."""

    def __init__(self, a, kappa, theta, nx=45, ns=21, nmax=16):
        self.a, self.kappa = a, kappa
        self.alpha0 = kappa * np.sin(theta)
        self.beta0 = kappa * np.cos(theta)
        X = 2 * np.pi * np.arange(nx) / nx
        self.m = np.arange(-(nx // 2), nx // 2 + 1)
        self.alpha_m = self.alpha0 + self.m
        beta_m = np.sqrt(kappa**2 - self.alpha_m**2 + 0j)
        F = np.exp(1j * np.outer(X, self.alpha_m))
        Finv = F.conj().T / nx
        Dx = F @ np.diag(1j * self.alpha_m) @ Finv
        outgoing = F @ np.diag(1j * beta_m) @ Finv
        s, Ds = chebyshev(ns)
        M = ns + 1
        L = a + 1.0
        f, fp = a * np.cos(X), -a * np.sin(X)
        H = np.repeat(L - f, M)
        slope = np.repeat(fp, M)
        sflat = np.tile(s, nx)
        ds = sp.kron(sp.identity(nx), sp.csr_matrix(Ds)).tocsr()
        dY = (sp.diags(1 / H) @ ds).tocsr()
        dX = (sp.kron(sp.csr_matrix(Dx), sp.identity(M))
              + sp.diags(-slope * (1 - sflat) / H) @ ds).tocsr()
        A = (dX @ dX + dY @ dY
             + kappa**2 * sp.identity(nx * M)).toarray().astype(complex)
        top = np.arange(nx) * M
        wall = top + M - 1
        A[top] = dY[top].toarray()
        A[np.ix_(top, top)] -= outgoing
        A[wall] = 0
        A[wall, wall] = 1
        inc = np.exp(1j * self.alpha0 * X - 1j * self.beta0 * f)
        rhs = np.zeros(nx * M, complex)
        rhs[wall] = -inc
        u = np.linalg.solve(A, rhs)
        UY = (dY @ u)[wall] - 1j * self.beta0 * inc
        UX = (dX @ u)[wall] + 1j * self.alpha0 * inc
        phi = UY - fp * UX
        self.phi_coef = Finv @ phi
        # amplitudes from the wall density
        self.n = np.arange(-nmax, nmax + 1)
        self.alpha = self.alpha0 + self.n
        self.beta = np.sqrt(kappa**2 - self.alpha**2 + 0j)
        kernel = np.exp(-1j * np.outer(self.alpha, X)
                        - 1j * np.outer(self.beta, f))
        self.A = kernel @ phi / nx / (2j * self.beta)
        # the same amplitudes seen on the plane Y = L above the crests
        plane = Finv @ u[top]
        low = np.abs(self.n) <= 3
        seen = plane[np.abs(self.m) <= 3]
        self.plane_error = np.max(np.abs(
            seen - self.A[low] * np.exp(1j * self.beta[low] * L)))
        prop = np.abs(self.alpha) < kappa
        self.energy = np.sum(self.beta[prop].real
                             * np.abs(self.A[prop])**2) / self.beta0

    def amp(self, n):
        return self.A[self.n == n][0]

    def phi_at(self, w, cutoff=11):
        keep = np.abs(self.m) <= cutoff
        w = np.atleast_1d(w)
        return np.exp(1j * np.outer(w, self.alpha_m[keep])) @ self.phi_coef[keep]

    def total(self, X, Y, N):
        keep = np.abs(self.n) <= N
        waves = np.exp(1j * self.alpha[keep] * X + 1j * self.beta[keep] * Y)
        return (np.exp(1j * self.alpha0 * X - 1j * self.beta0 * Y)
                + np.sum(self.A[keep] * waves))

    def rate(self, n1=10, n2=16):
        """Exponential growth rate of |A_n| after removing alpha^(-3/2)."""
        g = [np.log(abs(self.amp(n)) * (self.alpha0 + n)**1.5) for n in (n1, n2)]
        return (g[1] - g[0]) / (n2 - n1)


def singular_height(a):
    return np.sqrt(1 + a * a) - np.arcsinh(1 / a)


theta = np.deg2rad(20.0)
kappa = 0.8
a_crit = brentq(lambda a: a + singular_height(a), 0.1, 1.0)
print(f"threshold K h from the saddle condition: {a_crit:.6f} (dimensionless)")
print(f"threshold crest-to-trough depth / period: {a_crit/np.pi:.5f}")
print(f"k/K = {kappa:.2f}, incidence angle = {np.rad2deg(theta):.1f} deg")

# Lowered contour: reflected points must stay above the wall
for a in (0.1, 0.4, 0.6, 1.0, 3.0):
    t = np.arcsinh(1 / a)
    XX, TT = np.meshgrid(np.linspace(-np.pi, np.pi, 401),
                         np.linspace(0.01, 1, 100) * t)
    clearance = (TT + a * np.cos(XX) * np.cosh(TT)
                 - a * np.cos(XX + a * np.sin(XX) * np.sinh(TT)))
    assert clearance.min() > 0
    assert np.all(np.diff(clearance, axis=0) > 0)
    if a == 0.6:
        print(f"a=0.6: least clearance on lowered contour = "
              f"{clearance[-1].min():.4f} (units 1/K)")

cases = {a: Grating(a, kappa, theta) for a in (0.4, 0.5, 0.6)}
rates = []
for a, g in cases.items():
    assert abs(g.energy - 1) < 1e-7
    assert g.plane_error < 1e-7
    t, q, Ys = np.arcsinh(1 / a), np.sqrt(1 + a * a), singular_height(a)
    rate = g.rate()
    rates.append(rate)
    assert abs(rate - Ys) < 0.01
    # complex saddle prefactor, extrapolated to infinite order
    phi_s = g.phi_at(-1j * t)[0]
    assert abs(phi_s) > 1e-2
    orders = np.arange(8, 17)
    al = g.alpha0 + orders
    law = -phi_s / (2 * np.sqrt(2 * np.pi * q)) * al**-1.5 * np.exp(al * Ys)
    ratio = np.array([g.amp(n) for n in orders]) / law
    limit = np.linalg.lstsq(np.vander(1 / al, 3).astype(complex),
                            ratio, rcond=None)[0][-1]
    assert abs(limit - 1) < 0.02
    print(f"a={a:.1f}: t={t:.4f}, K y_s={Ys:.4f}, computed rate={rate:.4f}, "
          f"K y_s + a={Ys+a:.4f}")
    print(f"  |phi(saddle)|/K={abs(phi_s):.4f}, |A_16|={abs(g.amp(16)):.3e}, "
          f"A_16/law={abs(ratio[-1]):.4f}, limit={abs(limit):.4f}")

# Threshold located from computed amplitudes alone
avals = np.array(list(cases))
poly = np.polyfit(avals, np.array(rates) + avals, 2)
a_numeric = brentq(lambda a: np.polyval(poly, a), 0.4, 0.5)
assert abs(a_numeric - a_crit) < 0.004
print(f"threshold K h from computed amplitudes: {a_numeric:.4f}")

# Doubling the wave's own wave number must not move the rate
g2 = Grating(0.5, 1.6, theta)
assert abs(g2.energy - 1) < 1e-7
assert abs(g2.rate() - singular_height(0.5)) < 0.03
print(f"a=0.5, k/K=1.60: computed rate = {g2.rate():.4f}")

# Resolution of the reference solution
coarse = Grating(0.6, kappa, theta, nx=39, ns=18)
change = abs(coarse.amp(16) / cases[0.6].amp(16) - 1)
assert change < 1e-2
print(f"a=0.6: relative change of A_16 on coarser grid = {change:.1e}")

# Riemann's formula with the complex continuation of the wall density
g = cases[0.4]
XP, YP = 0.5, 0.7
zP = XP + 1j * YP
w = zP - 1j * g.a * np.cos(XP)
for _ in range(30):
    w -= (w + 1j * g.a * np.cos(w) - zP) / (1 - 1j * g.a * np.sin(w))
assert abs(w + 1j * g.a * np.cos(w) - zP) < 1e-12
nodes, weights = np.polynomial.legendre.leggauss(40)
start, end = np.conj(w), w
path = (start + end) / 2 + (end - start) / 2 * nodes
fpath = g.a * np.cos(path)
arg = (path + 1j * fpath - zP) * (path - 1j * fpath - np.conj(zP))
riemann = -0.5j * (end - start) / 2 * np.sum(
    weights * jv(0, kappa * np.sqrt(arg + 0j)) * g.phi_at(path))
direct = g.total(XP, YP, 16)
assert abs(riemann - direct) < 1e-6
print(f"a=0.4, point X={XP}, Y={YP}: |U| series={abs(direct):.7f}, "
      f"Riemann={abs(riemann):.7f}")

# Total field on the wall should be zero: partial sums at trough and crest
print("|total field| on the wall (incident amplitude 1), orders |n|<=N:")
res = {}
for a in (0.4, 0.6):
    for N in (4, 8, 12, 16):
        res[a, N] = (abs(cases[a].total(np.pi, -a, N)),
                     abs(cases[a].total(0.0, a, N)))
        print(f"  a={a:.1f} N={N:2d}: trough={res[a, N][0]:.3e}, "
              f"crest={res[a, N][1]:.3e}")
assert res[0.4, 16][0] < 0.5 * res[0.4, 8][0]
assert res[0.6, 16][0] > 5 * res[0.6, 8][0]
assert res[0.6, 16][1] < 1e-5

# Least-squares fit in the same outgoing functions above the threshold
g = cases[0.6]
Xf = 2 * np.pi * np.arange(240) / 240
ff = g.a * np.cos(Xf)
target = -np.exp(1j * g.alpha0 * Xf - 1j * g.beta0 * ff)
print(f"a=0.6 true amplitudes: |A_0|={abs(g.amp(0)):.6f}, "
      f"|A_-1|={abs(g.amp(-1)):.6f}, |A_12|={abs(g.amp(12)):.3e}")
print(f"a=0.6 reflected energy fraction = {g.energy:.9f}")
fit = {}
for N in (4, 8, 12):
    keep = np.abs(g.n) <= N
    B = np.exp(1j * np.outer(Xf, g.alpha[keep]) + 1j * np.outer(ff, g.beta[keep]))
    scale = np.linalg.norm(B, axis=0)
    coef = np.linalg.lstsq(B / scale, target, rcond=1e-14)[0] / scale
    rms = np.sqrt(np.mean(np.abs(B @ coef - target)**2))
    err = max(abs(coef[N] - g.amp(0)), abs(coef[N - 1] - g.amp(-1)))
    fit[N] = (rms, err, abs(coef[-1]))
    print(f"  fit N={N:2d}: rms wall error={rms:.3e}, error of A_0,A_-1={err:.3e}, "
          f"|top coefficient|={abs(coef[-1]):.3e}")
assert fit[12][0] < fit[4][0] / 4
assert fit[12][1] < fit[4][1] and fit[12][1] < 1e-2
assert fit[12][2] < 0.5 * abs(g.amp(12))

print("all good")
```

Printed output:

```
threshold K h from the saddle condition: 0.447743 (dimensionless)
threshold crest-to-trough depth / period: 0.14252
k/K = 0.80, incidence angle = 20.0 deg
a=0.6: least clearance on lowered contour = 0.7176 (units 1/K)
a=0.4: t=1.6472, K y_s=-0.5702, computed rate=-0.5703, K y_s + a=-0.1702
  |phi(saddle)|/K=4.0122, |A_16|=1.098e-06, A_16/law=1.0011, limit=1.0005
a=0.5: t=1.4436, K y_s=-0.3256, computed rate=-0.3257, K y_s + a=0.1744
  |phi(saddle)|/K=3.8177, |A_16|=5.485e-05, A_16/law=1.0004, limit=1.0000
a=0.6: t=1.2838, K y_s=-0.1176, computed rate=-0.1177, K y_s + a=0.4824
  |phi(saddle)|/K=3.6756, |A_16|=1.526e-03, A_16/law=1.0001, limit=1.0001
threshold K h from computed amplitudes: 0.4481
a=0.5, k/K=1.60: computed rate = -0.3041
a=0.6: relative change of A_16 on coarser grid = 4.9e-05
a=0.4, point X=0.5, Y=0.7: |U| series=0.5301066, Riemann=0.5301066
|total field| on the wall (incident amplitude 1), orders |n|<=N:
  a=0.4 N= 4: trough=1.567e-02, crest=5.819e-04
  a=0.4 N= 8: trough=3.246e-03, crest=5.278e-06
  a=0.4 N=12: trough=9.415e-04, crest=6.451e-08
  a=0.4 N=16: trough=3.178e-04, crest=9.049e-10
  a=0.6 N= 4: trough=3.129e-01, crest=2.272e-03
  a=0.6 N= 8: trough=8.693e-01, crest=5.753e-05
  a=0.6 N=12: trough=3.411e+00, crest=1.948e-06
  a=0.6 N=16: trough=1.562e+01, crest=7.541e-08
a=0.6 true amplitudes: |A_0|=0.960006, |A_-1|=0.419283, |A_12|=3.729e-03
a=0.6 reflected energy fraction = 1.000000000
  fit N= 4: rms wall error=1.237e-02, error of A_0,A_-1=2.887e-04, |top coefficient|=1.020e-02
  fit N= 8: rms wall error=1.170e-03, error of A_0,A_-1=3.039e-06, |top coefficient|=4.116e-04
  fit N=12: rms wall error=1.458e-04, error of A_0,A_-1=5.070e-08, |top coefficient|=2.445e-05
all good
```
